# Cubic growth of forward-scattering variance in electron-beam resist exposure, part 1

(Sections cited here and not found follow in the second part.)

## 1. From collisions to the cube law

An exposure calculation for electron-beam writing has to decide whether one lateral width can represent forward scattering through the whole resist, or whether each depth needs its own. The decision depends on how fast a narrow beam spreads. If its lateral variance grows as the cube of depth, the rms width at half depth is $2^{-3/2}=0.354$ of the width at the bottom. One width then cannot describe both places, and a calculation that needs the profile of a resist wall must let the width change with depth, for instance by dividing the resist into layers. The same law fixes how the layers are joined: their separate variances must not simply be added.

### Variables and assumptions

The depth $z$ is measured downwards from the resist surface, and $x$ and $y$ are lateral positions. The projected angle $\theta$ is the angle between the $z$ axis and the electron's direction as seen in the $x$–$z$ plane. All angles are in radians. Angle brackets denote an average over electrons crossing the plane at depth $z$.

The derivation makes these assumptions:

- Angles are small, so $dx/dz=\tan\theta$ is replaced by $\theta$, and path length is replaced by depth.
- Collisions are independent, and all azimuths of deflection about the direction of travel are equally likely.
- The resist is uniform and energy loss is neglected, so the collision law is the same at every depth.
- The beam enters at $x=y=0$ with $\theta=0$, and no electrons return from the substrate.

Let $n$ be the number of atoms per volume and $d\sigma(\chi)$ the cross-section for a deflection through the space angle $\chi$, already integrated over azimuth. If $\phi$ is the azimuth, the deflection changes the projected angle by

$$\eta=\chi\cos\phi. $$

Over a full turn, $\cos\phi$ averages to zero and $\cos^2\phi=(1+\cos2\phi)/2$ averages to $1/2$. An overbar denotes this average, so $\overline{\eta}=0$ and $\overline{\eta^2}=\chi^2/2$. The angular diffusion rate in one plane is therefore

$$\kappa=n\int\overline{\eta^2}\,d\sigma=\frac n2\int\chi^2\,d\sigma(\chi). \tag{1}$$

Its unit is rad² per unit depth. The factor $1/2$ belongs to the projection: the mean square space angle grows at the rate $2\kappa$. Data quoted for the space angle must be halved before they are used as $\kappa$. The integral must be finite, a condition taken up in the second half.

### The balance of electrons

Let $f(x,\theta;z)\,dx\,d\theta$ be the fraction of electrons in the stated intervals at depth $z$. During a short advance $dz$ without a collision, an electron moves sideways by $\theta\,dz$. Those found at $x$ were therefore at $x-\theta\,dz$, and

$$f(x-\theta\,dz,\theta;z)=f(x,\theta;z)-\theta\,\frac{\partial f}{\partial x}\,dz$$

to first order. Collisions remove electrons from the angle $\theta$ and bring others in from $\theta-\eta$. Adding these changes and dividing by $dz$ gives

$$\frac{\partial f}{\partial z}+\theta\frac{\partial f}{\partial x}
=n\int d\sigma\;\overline{\left[f(x,\theta-\eta;z)-f(x,\theta;z)\right]}. \tag{2}$$

This equation does not require many collisions, nor does it assume a Gaussian distribution.

### Equations for the averages

Multiply (2) by a function $g(x,\theta)$ and integrate over $x$ and $\theta$. In the streaming term, integration by parts gives

$$-\int g\,\theta\,\frac{\partial f}{\partial x}\,dx\,d\theta
=\int f\,\theta\,\frac{\partial g}{\partial x}\,dx\,d\theta
=\left\langle\theta\frac{\partial g}{\partial x}\right\rangle.$$

The boundary term vanishes because $f$ falls to zero far from the axis. In the gain term, the change of variable $\theta\to\theta+\eta$ moves the shift from $f$ to $g$. Hence

$$\frac{d\langle g\rangle}{dz}
=\left\langle\theta\frac{\partial g}{\partial x}\right\rangle
+n\int d\sigma\,\left\langle\overline{g(x,\theta+\eta)-g(x,\theta)}\right\rangle. \tag{3}$$

For $g=\theta$, the collision term contains $\overline\eta=0$, so $\langle\theta\rangle$ stays at its initial value, zero. For $g=x$, the equation is $d\langle x\rangle/dz=\langle\theta\rangle=0$. The mean position is also zero, and mean squares are therefore variances.

For $g=\theta^2$, the streaming term vanishes. The collision term contains

$$\overline{(\theta+\eta)^2-\theta^2}=2\theta\,\overline\eta+\overline{\eta^2}=\overline{\eta^2}.$$

For $g=x\theta$, streaming gives $\theta^2$, while the collision term contains $x\overline\eta=0$. For $g=x^2$, streaming gives $2x\theta$, and the collision term vanishes because a collision does not displace the electron at the instant it occurs. The three equations are

$$\frac{d\langle\theta^2\rangle}{dz}=\kappa,\qquad
\frac{d\langle x\theta\rangle}{dz}=\langle\theta^2\rangle,\qquad
\frac{d\langle x^2\rangle}{dz}=2\langle x\theta\rangle. \tag{4}$$

All three averages start from zero. Integrating in order,

$$\langle\theta^2\rangle=\int_0^z\kappa\,dz'=\kappa z,$$

$$\langle x\theta\rangle=\int_0^z\kappa z'\,dz'=\frac{\kappa z^2}{2},$$

$$\boxed{\;\langle x^2\rangle=2\int_0^z\frac{\kappa z'^2}{2}\,dz'=\frac{\kappa z^3}{3}\;} \tag{5}$$

The $y$ direction has the same variance by symmetry, so the mean square radius is

$$\langle r^2\rangle=\langle x^2\rangle+\langle y^2\rangle=\frac{2\kappa z^3}{3}. \tag{6}$$

The rms value of $x$ is written $\sigma(z)=\sqrt{\kappa z^3/3}$. An exposure code may use a radial profile proportional to $\exp(-r^2/\alpha^2)$. Since $r^2=x^2+y^2$, its variance along $x$ is $\alpha^2/2$. Matching variances requires $\alpha^2=2\sigma^2$, which makes $\alpha$ equal to the rms radius and not to $\sigma$.

### Why the power is three

A second derivation follows the kicks instead of the distribution. A deflection $\eta$ at depth $z'$ persists until depth $z$ and moves the electron there by $\eta(z-z')$. Kicks at different depths are independent and have zero mean, so their variances add. A thin slab $dz'$ contributes $\kappa\,dz'$ to the angular variance and $(z-z')^2\kappa\,dz'$ to the lateral variance. Therefore

$$\langle x^2\rangle=\int_0^z\kappa(z')(z-z')^2\,dz'. \tag{7}$$

For constant $\kappa$, the substitution $u=z-z'$ gives $\kappa\int_0^zu^2du=\kappa z^3/3$ again. Two powers of depth come from the squared lever arm, and the third comes from the number of places where a kick can occur.

Equation (7) also holds when $\kappa$ depends on depth, provided that the same function $\kappa(z')$ applies to all electrons. It shows that early kicks matter most. With constant $\kappa$, the normalized weight of a kick at $z'$ is $3(z-z')^2/z^3$, and its mean depth is

$$\frac{3}{z^3}\int_0^z(z-u)u^2du
=\frac3{z^3}\left(\frac{z^4}{3}-\frac{z^4}{4}\right)=\frac z4. \tag{8}$$

A moderate error in $\kappa$ near the bottom of the resist therefore has less effect on the width there than the same error near the surface.

### Joining layers

Write $A=\langle\theta^2\rangle$, $C=\langle x\theta\rangle$ and $V=\langle x^2\rangle$. At the top of a layer of thickness $h$ let their values be $A_0$, $C_0$ and $V_0$, and let $\kappa$ be constant inside it. At a distance $u$ into the layer, (4) gives first $A=A_0+\kappa u$ and then

$$C=C_0+\int_0^u(A_0+\kappa u')\,du'=C_0+A_0u+\frac{\kappa u^2}{2}.$$

One more integration gives $V=V_0+2\int_0^hC\,du$. At the bottom of the layer,

$$\begin{aligned}
A_1&=A_0+\kappa h,\\
C_1&=C_0+A_0h+\tfrac12\kappa h^2,\\
V_1&=V_0+2C_0h+A_0h^2+\tfrac13\kappa h^3.
\end{aligned} \tag{9}$$

These three numbers are what a layered calculation must carry. For two equal layers and an initially parallel pencil beam, the first gives $A_0=\kappa h$, $C_0=\kappa h^2/2$ and $V_0=\kappa h^3/3$. The second then gives

$$V_1=\kappa h^3\left(\frac13+1+1+\frac13\right)=\frac{8\kappa h^3}{3}=\frac{\kappa(2h)^3}{3},$$

as it must. Adding the two isolated layer variances would give $2\kappa h^3/3$, one quarter of the correct value. The missing part is the spread produced in the second layer by angles acquired in the first.

The same rule includes an imperfect incident beam. If position and angle are uncorrelated at the surface, with rms spot size $s$ along $x$ and rms projected divergence $\delta$, then $V_0=s^2$, $C_0=0$ and $A_0=\delta^2$. Equation (9) gives

$$\langle x^2\rangle=s^2+\delta^2z^2+\frac{\kappa z^3}{3}. \tag{10}$$

The pure cube law describes the scattering term. Near the surface the spot term dominates whenever $s$ is not zero. If the beam is focused above or below the surface, position and angle are correlated there, and $C_0$ must be kept.

For thin layers, differentiating $\sigma\propto z^{3/2}$ gives the fractional change of width across a layer, $\Delta\sigma/\sigma\approx3h/(2z)$. Keeping this change below 10% at depth $z$ requires roughly $h<z/15$. Close to the surface that condition is needlessly strict, because there the incident spot sets the width.

If a calculation can accept one width for the whole resist, a definite choice is the depth-averaged variance. For resist thickness $H$ and a pencil beam it is

$$\frac1H\int_0^H\frac{\kappa z^3}{3}\,dz=\frac{\kappa H^3}{12}, \tag{11}$$

which is one quarter of the variance at the bottom. The corresponding rms width is half the bottom width. This average preserves the second moment of the depth-integrated distribution, but it removes the information about wall shape.

### The diffusion equation and its Gaussian solution

The variance law needs no further approximation to (2). A full profile is simpler if the collision term is expanded for small kicks:

$$f(\theta-\eta)-f(\theta)
=-\eta\frac{\partial f}{\partial\theta}
+\frac{\eta^2}{2}\frac{\partial^2f}{\partial\theta^2}
-\frac{\eta^3}{6}\frac{\partial^3f}{\partial\theta^3}+\cdots .$$

Odd powers vanish in the azimuthal average. Keeping the second-order term gives the Fermi equation,

$$\frac{\partial f}{\partial z}+\theta\frac{\partial f}{\partial x}
=\frac\kappa2\frac{\partial^2f}{\partial\theta^2}. \tag{12}$$

In this limit the displacement and angle are sums of very many small independent kicks, which suggests a joint Gaussian with the second moments already found. The determinant of its covariance matrix is

$$\kappa z\,\frac{\kappa z^3}{3}-\left(\frac{\kappa z^2}{2}\right)^2=\frac{\kappa^2z^4}{12}.$$

A Gaussian with variances $A$ and $V$ and covariance $C$ has the exponent $-(Ax^2-2Cx\theta+V\theta^2)/[2(AV-C^2)]$ and the prefactor $1/(2\pi\sqrt{AV-C^2})$. Substitution gives

$$f=\frac{\sqrt3}{\pi\kappa z^2}
\exp\left[-\frac2\kappa\left(\frac{\theta^2}{z}-\frac{3x\theta}{z^2}+\frac{3x^2}{z^3}\right)\right]. \tag{13}$$

To verify it, divide (12) by $f$ and work with $\ln f$. The left side is

$$\begin{aligned}
\frac{\partial\ln f}{\partial z}+\theta\frac{\partial\ln f}{\partial x}
={}&-\frac2z+\frac2\kappa\left(\frac{\theta^2}{z^2}-\frac{6x\theta}{z^3}+\frac{9x^2}{z^4}\right)\\
&+\frac2\kappa\left(\frac{3\theta^2}{z^2}-\frac{6x\theta}{z^3}\right)\\
={}&-\frac2z+\frac2\kappa\left(\frac{2\theta}{z}-\frac{3x}{z^2}\right)^2.
\end{aligned}$$

For the right side, $\partial\ln f/\partial\theta=-(2/\kappa)(2\theta/z-3x/z^2)$ and $\partial^2\ln f/\partial\theta^2=-4/(\kappa z)$. Since $f^{-1}\partial^2f/\partial\theta^2$ equals the second derivative of $\ln f$ plus the square of its first derivative, multiplication by $\kappa/2$ gives

$$-\frac2z+\frac2\kappa\left(\frac{2\theta}{z}-\frac{3x}{z^2}\right)^2.$$

The two sides agree. As $z\to0$, all variances in (13) vanish, so the solution contracts to the required pencil beam.

The correlation coefficient of position and angle is

$$\frac{\kappa z^2/2}{\sqrt{\kappa z\;\kappa z^3/3}}=\frac{\sqrt3}{2}. \tag{14}$$

Electrons found far to one side therefore tend to be travelling outwards. When layer variances are merely added, the contribution of this correlation, $2C_0h$ in (9), is lost together with the spread $A_0h^2$ due to the angles themselves. For two equal layers and a pencil beam, these two lost terms are equal.

## 2. The scattering rate, a worked case and the limits of the law

The symbols carried over are the depth $z$, lateral position $x$, projected angle $\theta$, space deflection $\chi$ in one collision, atom density $n$ and angular diffusion rate $\kappa=(n/2)\int\chi^2d\sigma$. For an initially parallel pencil beam, small angles and constant $\kappa$, the first half gave $\langle\theta^2\rangle=\kappa z$, $\langle x\theta\rangle=\kappa z^2/2$ and $\sigma^2=\langle x^2\rangle=\kappa z^3/3$. For depth-dependent $\kappa$, the variance is $\int_0^z\kappa(z')(z-z')^2dz'$. What remains is to obtain $\kappa$ and to find when the resulting width is useful.

### A rate from screened Rutherford scattering

Take an effective atom of atomic number $Z$ whose nuclear charge is screened over a length $a$. Its potential energy for an electron is $-(Ze^2/4\pi\varepsilon_0r)e^{-r/a}$. In the first Born approximation, with electron spin neglected, the scattering amplitude has magnitude

$$\frac{2p}{v\hbar^2}\,\frac{Ze^2}{4\pi\varepsilon_0}\,\frac1{q^2+a^{-2}},$$

where $p$ and $v$ are the electron's momentum and speed, and $p/v$ is its relativistic mass. The wave-vector change is $q=2(p/\hbar)\sin(\chi/2)\approx p\chi/\hbar$. With

$$b=\frac{Ze^2}{4\pi\varepsilon_0pv},\qquad \theta_s=\frac{\hbar}{pa},$$

the amplitude becomes $2b/(\chi^2+\theta_s^2)$. Squaring it and multiplying by the small-angle solid angle $2\pi\chi\,d\chi$ gives

$$d\sigma=\frac{8\pi b^2\chi\,d\chi}{(\chi^2+\theta_s^2)^2}. \tag{15}$$

Single deflections are limited to $\chi\le\theta_m$. Put $u=\chi^2+\theta_s^2$, so that $\chi^3d\chi=(u-\theta_s^2)du/2$. Then

$$\begin{aligned}
\kappa&=4\pi nb^2\int_0^{\theta_m}\frac{\chi^3d\chi}{(\chi^2+\theta_s^2)^2}\\
&=2\pi nb^2\int_{\theta_s^2}^{\theta_m^2+\theta_s^2}
\left(\frac1u-\frac{\theta_s^2}{u^2}\right)du\\
&=2\pi nb^2\left[\ln(1+R)-\frac{R}{1+R}\right],
\qquad R=\frac{\theta_m^2}{\theta_s^2}.
\end{aligned} \tag{16}$$

The number of collisions per depth follows from the same substitution:

$$\nu=n\int d\sigma=4\pi nb^2\left(\frac1{\theta_s^2}-\frac1{\theta_m^2+\theta_s^2}\right). \tag{17}$$

The lateral variance of a pencil beam grows as the cube of depth, layers are joined by carrying $A$, $C$ and $V$ together, and screened Rutherford scattering supplies $\kappa$ once single deflections are limited to $\theta_m$. It remains to explain why that cutoff is needed, to work through a numerical case, and to find where the law and the Gaussian profile cease to be adequate.
